# Bath orbitals of a Slater determinant and a vacancy in a chain

Consider one spin channel with $L$ orthonormal orbitals, created by $a_i^\dagger$. A Slater determinant of $N$ electrons is

$$|\Phi\rangle=\prod_{\mu=1}^{N}c_\mu^\dagger|0\rangle,\qquad c_\mu^\dagger=\sum_i C_{i\mu}a_i^\dagger,\qquad C^\dagger C=1 .$$

The orbitals are divided into a fragment $F$ of $n$ orbitals and an environment $E$ of $L-n$ orbitals. The problem asks how much of $E$ is needed to describe the entanglement of $F$, and then applies the answer to the two sites beside a vacancy.

## (a) Separate the occupied orbitals

**Find a choice of occupied orbitals in which as few as possible have weight on both $F$ and $E$, and bound the number $r$ that do.**

**Solution.** Let $A$ be the $n$ fragment rows of $C$ and $B$ its environment rows. Orthonormality reads $A^\dagger A+B^\dagger B=1$. Take the singular value decomposition $A=U\Sigma V^\dagger$, with $U$ ($n\times n$) and $V$ ($N\times N$) unitary and $\Sigma$ rectangular diagonal with entries $\sigma_k\ge0$.

Replace $C$ by $CV$. Since creation operators anticommute, the product of the new operators is $\det V$ times the old product. As $|\det V|=1$, the state changes by a phase at most.

The fragment rows become $AV=U\Sigma$, so column $k$ is $\sigma_k u_k$, or zero if $k>n$ (set $\sigma_k=0$ there). The environment rows obey

$$(BV)^\dagger(BV)=V^\dagger(1-A^\dagger A)V=1-\Sigma^\dagger\Sigma .$$

This is diagonal: the environment parts are mutually orthogonal, with squared norms $1-\sigma_k^2$. Let $f_k$ be the fragment orbital with coefficients $u_k$, and let $b_k$ be the normalized environment part. With $\tau_k=\sqrt{1-\sigma_k^2}$, the new occupied orbitals are

$$\phi_k=\sigma_k f_k+\tau_k b_k .$$

If $\sigma_k=1$ the orbital lies in $F$; if $\sigma_k=0$ it lies in $E$. The $r$ orbitals with $0<\sigma_k<1$ straddle the boundary. Part (b) will show that no other choice does better.

There are $n$ vectors $u_k$ and $N$ occupied orbitals, so $r\le n$ and $r\le N$. The $b_k$ are orthonormal in $E$, so $r\le L-n$. Finally, each straddling orbital has a partner

$$\chi_k=\tau_k f_k-\sigma_k b_k,$$

orthogonal to $\phi_k$ because $\tau_k\sigma_k-\sigma_k\tau_k=0$, and to the other occupied orbitals because their fragment and environment parts are separately orthogonal to $f_k$ and $b_k$. The partners are empty orbitals, so $r\le L-N$. Thus

$$r\le\min(n,\,L-n,\,N,\,L-N).$$

A single electron, for example, needs at most one bath orbital however large the fragment.

## (b) Schmidt decomposition

**Write the Schmidt decomposition of $|\Phi\rangle$, find its entropy, and decide whether fewer than $r$ bath orbitals could suffice.**

**Solution.** Up to a phase,

$$|\Phi\rangle=\prod_{k=1}^{r}\left(\sigma_k f_k^\dagger+\tau_k b_k^\dagger\right)\prod_{\sigma_k=1}f_k^\dagger\prod_{\text{core}}e_l^\dagger|0\rangle ,$$

where $f_k^\dagger$ and $b_k^\dagger$ create electrons in $f_k$ and $b_k$, and the core orbitals $e_l$ are the occupied ones with $\sigma=0$. Multiply out the first product. Each term is labelled by the set $S$ of factors from which $f_k^\dagger$ was taken; the remaining factors supply $b_k^\dagger$. Moving fragment operators to the left costs a sign, which can be absorbed in the environment state:

$$|\Phi\rangle=\sum_S\sqrt{p_S}\,|F_S\rangle|E_S\rangle,\qquad p_S=\prod_{k\in S}n_k\prod_{k\notin S}(1-n_k),\quad n_k=\sigma_k^2 .$$

Two different sets give different occupations of some $f_k$ and of the matching $b_k$. Hence both families of states are orthonormal, and this is a Schmidt decomposition with $2^r$ nonzero terms.

The probabilities describe $r$ independent yes-or-no choices. Since $\ln p_S$ is a sum over $k$, and $k$ belongs to $S$ with probability $n_k$,

$$\mathcal S=-\sum_S p_S\ln p_S=-\sum_{k=1}^r\left[n_k\ln n_k+(1-n_k)\ln(1-n_k)\right].$$

Suppose that $m$ bath orbitals sufficed, the rest of $E$ being in one fixed state. The environment states would then lie in a space of dimension $2^m$, so the Schmidt rank could not exceed $2^m$. Therefore $2^r\le2^m$, or $m\ge r$. The same count settles the question left open in part (a): if only $m$ occupied orbitals had weight on both sides, multiplying out their product would give at most $2^m$ terms, each a fragment state times an environment state, so again $m\ge r$. The fragment entangles with exactly $r$ bath orbitals, and $r\le n$.

The determinant form matters. Any state has Schmidt rank at most $2^n$, the dimension of the fragment's Fock space, but its environment states need not fit into $n$ orbitals beside a fixed core determinant. If they did, at most $n$ eigenvalues of the environment's one-body density matrix would differ from 0 and 1. For three electrons in seven orbitals with random complex amplitudes on all configurations, and $n=2$, numerical diagonalization gives five such eigenvalues. That correlated state has no two-orbital bath.

## (c) The bath from the density matrix

**Express the bath through $\gamma_{ij}=\langle a_j^\dagger a_i\rangle$ alone.**

**Solution.** For the determinant, $\gamma=CC^\dagger$, so $\gamma^2=C(C^\dagger C)C^\dagger=\gamma$. Its blocks are

$$\gamma_{FF}=AA^\dagger=U\Sigma\Sigma^\dagger U^\dagger,\qquad \gamma_{EF}=BA^\dagger=BV\Sigma^\dagger U^\dagger .$$

The $u_k$ are thus eigenvectors of $\gamma_{FF}$ with eigenvalues $n_k$. Acting on one of them,

$$\gamma_{EF}u_k=\sigma_k(BV)_k=\sigma_k\tau_k b_k
\quad\Rightarrow\quad
b_k=\frac{\gamma_{EF}u_k}{\sqrt{n_k(1-n_k)}} .$$

For $n_k=0$ or $1$ the vector $\gamma_{EF}u_k$ vanishes and there is no bath orbital to construct. Hence $r=\operatorname{rank}\gamma_{EF}$. If some $n_k$ coincide, their $u_k$ may be mixed; the $b_k$ mix in the same way and the bath space is unchanged.

## (d) A small Hamiltonian

**Let $\Phi$ fill the $N$ lowest levels of a one-body Hamiltonian $h$, with $\varepsilon_N<\varepsilon_{N+1}$. What does the ground determinant of $h$, restricted to fragment plus bath, reproduce?**

**Solution.** Let $P$ project on the fragment and bath. This space is spanned by the pairs $\phi_k,\chi_k$ and by any fragment orbitals that are completely full or empty. Every one of these vectors is an eigenvector of $\gamma$ with eigenvalue 1 or 0, so $P$ commutes with $\gamma$.

The occupied and empty spaces are each invariant under $h$. Therefore $\langle\chi|h|\phi\rangle=0$ for every empty $\chi$ and occupied $\phi$, and $PhP$ has no coupling between its occupied and empty parts. For normalized vectors, $\langle\phi|h|\phi\rangle\le\varepsilon_N$ and $\langle\chi|h|\chi\rangle\ge\varepsilon_{N+1}$, so the two sets of restricted levels cannot cross. Filling the lowest $\operatorname{tr}(P\gamma)$ levels of $PhP$ reproduces $\gamma$ on the impurity space exactly. Without a gap the choice of filled levels may be ambiguous. If electron interactions are then added to the impurity, the bath remains that of the mean-field state and the embedding becomes an approximation.

The vanishing coupling also fixes the bath energy. For real orbitals, write $\varepsilon_f=\langle f_k|h|f_k\rangle$, $\varepsilon_b=\langle b_k|h|b_k\rangle$ and $v=\langle f_k|h|b_k\rangle$. Then

$$0=\langle\chi_k|h|\phi_k\rangle=\sigma_k\tau_k(\varepsilon_f-\varepsilon_b)+(\tau_k^2-\sigma_k^2)v,$$

$$\varepsilon_b=\varepsilon_f+v\,\frac{1-2n_k}{\sqrt{n_k(1-n_k)}} .$$

## (e) Make the vacancy

**A ring of $M$ sites has matrix elements $-t$ between first and $-t_2$ between second neighbours. Site 0 is removed. Obtain $\gamma$ of the remaining chain from the Green function of the perfect ring.**

**Solution.** Let $G=(z-h)^{-1}$ for the ring and $G^v=(z-h_{RR})^{-1}$ for the remaining sites $R$. The rows $R$ of $(z-h)G=1$ give, for columns in $R$ and for column 0,

$$(z-h_{RR})G_{RR}-h_{R0}G_{0R}=1,\qquad (z-h_{RR})G_{R0}-h_{R0}G_{00}=0 .$$

Multiplying both by $G^v$ gives $G_{RR}=G^v+G^vh_{R0}G_{0R}$ and $G^vh_{R0}=G_{R0}/G_{00}$. Hence

$$G^v_{ij}=G_{ij}-\frac{G_{i0}G_{0j}}{G_{00}} .$$

The ring's plane waves supply

$$G_{ij}(z)=\frac1M\sum_q\frac{e^{iq(i-j)}}{z-\varepsilon_q},\qquad \varepsilon_q=-2t\cos q-2t_2\cos2q .$$

Put the chemical potential $\mu$ in the gap of the vacancy chain. A level $\varepsilon$ contributes

$$\int_{-\infty}^{\infty}\frac{d\omega}{2\pi}\frac{1}{i\omega+\mu-\varepsilon}
=\int_{-\infty}^{\infty}\frac{d\omega}{2\pi}\frac{\mu-\varepsilon}{\omega^2+(\mu-\varepsilon)^2}
=\frac12\operatorname{sgn}(\mu-\varepsilon),$$

where symmetric limits remove the odd part. Adding $\frac12$ gives 1 for filled and 0 for empty levels, so

$$\gamma_{ij}=\frac12\delta_{ij}+\int_{-\infty}^{\infty}\frac{d\omega}{2\pi}\,G^v_{ij}(\mu+i\omega).$$

Part (c) turns this $\gamma$ into the bath.

## (f) An analytic limit

**Set $t_2=0$, let the ring become infinite, and fill half of the band. Find the bath of a site next to the vacancy.**

**Solution.** Removing the site now cuts every path between its two sides, leaving independent half-chains. Number one of them $j=1,2,\dots$ from the vacancy. Its states are $\sqrt{2/\pi}\sin qj$ with $0<q<\pi$ and energy $-2t\cos q$; for $t>0$ those with $q<\pi/2$ are filled. Thus

$$\gamma_{11}=\frac2\pi\int_0^{\pi/2}\sin^2q\,dq=\frac12 ,$$

and for $j\ge2$, using $2\sin q\sin qj=\cos q(j-1)-\cos q(j+1)$,

$$\gamma_{j1}=\frac1\pi\left[\frac{\sin\frac{\pi(j-1)}2}{j-1}-\frac{\sin\frac{\pi(j+1)}2}{j+1}\right].$$

This vanishes for odd $j$. For $j=2m$ the two sines are $(-1)^{m-1}$ and $(-1)^m$, so the fractions add. Dividing by $\sqrt{\frac12\cdot\frac12}=\frac12$ gives

$$b_{2m}=\frac{2}{\pi}(-1)^{m-1}\left[\frac1{2m-1}+\frac1{2m+1}\right]
=\frac{2}{\pi}(-1)^{m-1}\frac{4m}{4m^2-1}.$$

The first three amplitudes are $0.8488$, $-0.3395$ and $0.2183$. Diagonalizing a 1000-site open chain gives the same four decimals. Site 2 carries a weight $0.8488^2=0.7205$. The amplitudes fall as $2/(\pi m)$, so the remaining weight has a slowly decaying tail: one bath orbital is not one neighbouring atom. The coupling is $v=-tb_2=-8t/(3\pi)$, and $n_k=\frac12$ in part (d) gives $\varepsilon_b=\varepsilon_f=0$.

## (g) Two sides joined across the vacancy

**Take $M=403$, $t=1$ eV, $t_2=0.2$ eV and 201 electrons per spin. Build the bath for sites 1 and 402, the vacancy's neighbours, and find what correlates them.**

**Solution.** There are 402 sites and one electron per site in total. The matrix $h_{RR}$ is diagonalized numerically; its gap at this filling is 0.0197 eV, so part (d) applies. Sites 1 and 402 are still linked by $-t_2$.

The fragment elements are $\gamma_{1,1}=0.5842$ and $\gamma_{1,402}=0.0867$. By mirror symmetry the eigenvectors are $(1,\pm1)/\sqrt2$, with

$$n_{\rm even}=0.5842+0.0867\approx0.671,\qquad
n_{\rm odd}=0.5842-0.0867\approx0.498 .$$

Both are fractional, so $r=2$. The impurity holds two electrons per spin and the core holds 199. The Schmidt probabilities are:

| Filled fragment orbitals | Probability |
|---|---:|
| none | $0.502\times0.329=0.165$ |
| odd | $0.498\times0.329=0.164$ |
| even | $0.502\times0.671=0.337$ |
| both | $0.498\times0.671=0.334$ |

The entropy per spin is 1.327, close to the two-orbital maximum $2\ln2=1.386$.

The formula of part (c) gives these bath amplitudes on sites 2 and 3; their mirror images have equal size:

| Bath | Site 2 | Site 3 | Weight on nearest pair | Weight on ten pairs |
|---|---:|---:|---:|---:|
| even | 0.5856 | −0.0973 | 0.686 | 0.919 |
| odd | 0.6002 | 0.0035 | 0.720 | 0.926 |

Unlike in part (f), site 3 now takes part, almost entirely through the even bath orbital. The even coupling sums both hops on both sides:

$$v_{\rm even}=-\sqrt2\,[1\times0.5856+0.2\times(-0.0973)]\ \text{eV}=-0.801\ \text{eV}.$$

The same sum gives $v_{\rm odd}=-0.850$ eV. The link across the vacancy sets $\varepsilon_f=\mp t_2=\mp0.2$ eV for even and odd. Part (d) then yields

$$\varepsilon_{b,\rm even}=-0.2+(-0.801)\frac{1-2(0.671)}{\sqrt{0.671\times0.329}}\approx0.383\ \text{eV},$$

and $\varepsilon_{b,\rm odd}=0.192$ eV. The two $2\times2$ blocks have levels $-0.761$ and $0.943$ eV (even), and $-0.654$ and $1.046$ eV (odd). The lower level of each is filled.

The impurity also returns the bond to site 2, because $\gamma_{EF}u_k=\sigma_k\tau_kb_k$:

$$\gamma_{2,1}=\frac{0.470\times0.5856+0.500\times0.6002}{\sqrt2}=0.407 .$$

A bare cluster of sites 1, 2, 401 and 402, also with two electrons per spin, gives 0.498, which is 22% above the full-chain value. It has as many orbitals as the impurity but lacks the bath's extended tail.

To find the origin of $\gamma_{1,402}$, remove only the hop across the vacancy and keep $t_2$ elsewhere:

| Sites in chain | Hop present | Hop removed |
|---:|---:|---:|
| 402 | 0.0867 | 0.0026 |
| 802 | 0.0858 | 0.0013 |

With the hop present the correlation differs by about 1% between these two chains, both of which have an odd number of electrons per spin. Without it, the small remainder halves. In this model the direct hop therefore produces nearly all of the correlation between the vacancy's two neighbours. Its negative matrix element lowers the even combination, in line with $n_{\rm even}>n_{\rm odd}$.

For the closed shell, both spins use the same two spatial bath orbitals: four electrons in four orbitals replace 402 electrons on 402 sites for this mean-field fragment. Adding or removing one electron would change $N$, $\gamma$ and the bath's shape in that electron's spin channel, but not the bound $r\le2$.

Numbers in the example were calculated in double precision.
